# Factor-group analysis of the Raman-active modes of Pnma NiSi: a numerical check

```python
"""
Result under test: NiSi in space group Pnma, with Ni and Si both on 4c sites
(x, 1/4, z), has the Raman-active modes 4 Ag + 2 B1g + 4 B2g + 2 B3g.
Axes x, y, z lie along a, b, c. An operation {R|t} has a diagonal matrix R
and a fractional translation t. chi denotes a character (trace).
Independent road: eigenvectors of a spring model are classified one by one,
and their Raman tensors come from a bond-polarizability model.
Lengths are in nm, spring constants in N/m, masses in atomic mass units.
The model parameters are rough and its frequencies are only illustrative.
"""
import itertools
import numpy as np
from scipy import constants as const

# ---------- rough NiSi-like inputs ----------
LENGTHS = np.array([0.52, 0.33, 0.56])
CELL = np.diag(LENGTHS)
NI_SITE = np.array([0.01, 0.25, 0.19])
SI_SITE = np.array([0.18, 0.25, 0.58])
MASS_NI, MASS_SI = 58.7, 28.1
SPRING, R_REF, CUTOFF = 80.0, 0.24, 0.40
TEMPERATURE, WAVELENGTH, FILM = 300.0, 532.0, 20.0
N_OPT, K_OPT = 2.0, 2.5
SHEAR, TILT_DEG = 0.005, 5.0

# ---------- symmetry operations and irreducible representations ----------
rotations = [((1, 1, 1), (0, 0, 0)), ((-1, -1, 1), (.5, 0, .5)),
             ((-1, 1, -1), (0, .5, 0)), ((1, -1, -1), (.5, .5, .5))]
ops = [(np.array(R), np.array(t, float)) for R, t in rotations]
ops += [(-R, -t) for R, t in ops]
op_names = ["E", "C2z", "C2y", "C2x", "i", "sigma_z", "sigma_y", "sigma_x"]
# Each one-dimensional representation is carried by a monomial in x, y, z.
basis_axes = {"Ag": [], "B1g": [0, 1], "B2g": [0, 2], "B3g": [1, 2],
              "Au": [0, 1, 2], "B1u": [2], "B2u": [1], "B3u": [0]}
names = list(basis_axes)
even_names = names[:4]


def irrep_char(name, R):
    return int(np.prod([R[axis] for axis in basis_axes[name]]))


def same_site(p, q):
    d = p - q
    return np.linalg.norm(d - np.round(d)) < 1e-9


for (R1, t1), (R2, t2) in itertools.product(ops, ops):
    assert any(np.array_equal(R1 * R2, R) and same_site(R1 * t2 + t1, t)
               for R, t in ops), "operations do not close"


def orbit(site):
    found = []
    for R, t in ops:
        image = (R * site + t) % 1.0
        if not any(same_site(image, p) for p in found):
            found.append(image)
    return np.array(found)


def representation(sites, R, t):
    M = np.zeros((3 * len(sites), 3 * len(sites)))
    for j, site in enumerate(sites):
        hits = [i for i, p in enumerate(sites) if same_site(R * site + t, p)]
        assert len(hits) == 1
        i = hits[0]
        M[3*i:3*i+3, 3*j:3*j+3] = np.diag(R)
    return M


def projectors(sites):
    mats = [representation(sites, R, t) for R, t in ops]
    return mats, {n: sum(irrep_char(n, R) * M
                         for (R, _), M in zip(ops, mats)) / 8 for n in names}


ni_atoms, si_atoms = orbit(NI_SITE), orbit(SI_SITE)
assert len(ni_atoms) == len(si_atoms) == 4
sites = np.vstack([ni_atoms, si_atoms])
masses = np.repeat([MASS_NI, MASS_SI], 4)
mass3 = np.repeat(masses, 3)
matrices, proj = projectors(sites)
fixed = [sum(same_site(R * p + t, p) for p in sites) for R, t in ops]
chi = [int(round(np.trace(M))) for M in matrices]
for (R, _), number, character in zip(ops, fixed, chi):
    assert character == number * R.sum()
    is_identity = np.array_equal(R, [1, 1, 1])
    is_mirror_y = np.array_equal(R, [1, -1, 1])
    assert character == (24 if is_identity else 8 if is_mirror_y else 0)

# ---------- spring model ----------
bond_i, bond_j, bond_frac = [], [], []
for i, j in itertools.product(range(8), range(8)):
    for shift in itertools.product(range(-2, 3), repeat=3):
        frac = sites[j] + np.array(shift) - sites[i]
        if 1e-9 < np.linalg.norm(frac @ CELL) < CUTOFF:
            bond_i.append(i)
            bond_j.append(j)
            bond_frac.append(frac)
bond_i, bond_j = np.array(bond_i), np.array(bond_j)
bond_frac = np.array(bond_frac)
bonds = bond_frac @ CELL
shortest = np.linalg.norm(bonds, axis=1).min()


def solve(q=(0, 0, 0), cell=CELL):
    """Mode frequencies in cm^-1 and mass-weighted eigenvectors."""
    q = np.array(q, float)
    vectors = bond_frac @ cell
    D = np.zeros((24, 24), complex if np.any(q) else float)
    for i, j, d in zip(bond_i, bond_j, vectors):
        r = np.linalg.norm(d)
        K = SPRING * (R_REF / r)**6 * np.outer(d, d) / r**2
        phase = np.exp(1j * (d @ q)) if np.any(q) else 1.0
        D[3*i:3*i+3, 3*i:3*i+3] += K
        D[3*i:3*i+3, 3*j:3*j+3] -= K * phase
    D = D / np.sqrt(np.outer(mass3, mass3))
    values, modes = np.linalg.eigh(D)
    assert values.min() > -1e-9 * values.max()
    omega = np.sqrt(np.clip(values, 0, None) / const.atomic_mass)
    return omega / (2 * np.pi * const.c * 100), modes, D


freq, modes, D0 = solve()
for M in matrices:
    assert np.allclose(M @ D0, D0 @ M, atol=1e-10 * np.abs(D0).max())
assert freq[2] < 1e-3 * freq[-1] < freq[3]


def weights(v):
    return {n: float(np.real(np.vdot(v, proj[n] @ v))) for n in names}


acoustic = {n: int(round(np.trace(modes[:, :3].T @ proj[n] @ modes[:, :3])))
            for n in names}
assert acoustic == {n: int(n in ("B1u", "B2u", "B3u")) for n in names}
labels = {}
for k in range(3, 24):
    w = weights(modes[:, k])
    labels[k] = max(w, key=w.get)
    assert w[labels[k]] > 1 - 1e-7
optical = {n: [k for k in labels if labels[k] == n] for n in names}
count = {n: acoustic[n] + len(optical[n]) for n in names}
mirror_y = np.array([1, -1, 1])
for n in names:
    assert count[n] == (24 + 8 * irrep_char(n, mirror_y)) // 8
raman_count = {n: len(optical[n]) for n in even_names}
assert raman_count == {"Ag": 4, "B1g": 2, "B2g": 4, "B3g": 2}

# ---------- symmetry coordinates must span the even eigenvectors ----------
patterns = {}
for n in even_names:
    columns = []
    for axis in range(3):
        signs = np.array([irrep_char(n, R) * R[axis] for R, _ in ops[:4]])
        allowed = irrep_char(n, mirror_y) == mirror_y[axis]
        if allowed:
            patterns[n, "xyz"[axis]] = signs
            for start in (0, 4):
                v = np.zeros(24)
                v[3 * np.arange(start, start + 4) + axis] = signs / 2
                columns.append(v)
    S = np.array(columns).T
    assert S.shape[1] == raman_count[n]
    for k in optical[n]:
        e = modes[:, k]
        assert np.linalg.norm(e - S @ (S.T @ e)) < 1e-5

# ---------- Raman tensors and dipoles of every optical mode ----------
species = np.repeat([0, 1], 4)
bond_weight = np.array([[1.0, 1.5], [1.5, 0.7]])[species[bond_i],
                                                species[bond_j]]


def polarizability(u):
    d = bonds + u[bond_j] - u[bond_i]
    r = np.linalg.norm(d, axis=1)
    strength = bond_weight * np.exp(-r / 0.1)
    directional = np.einsum("b,bi,bj->ij", strength / r**2, d, d)
    return directional + 0.4 * np.sum(strength * r / R_REF) * np.eye(3)


tensor, dipole = {}, {}
for k in labels:
    u = (modes[:, k] / np.sqrt(mass3)).reshape(8, 3)
    h = 1e-4 / np.abs(u).max()
    tensor[k] = (polarizability(h * u) - polarizability(-h * u)) / (2 * h)
    dipole[k] = np.linalg.norm(np.where(species == 0, 1, -1) @ u)
scale = max(np.abs(T).max() for T in tensor.values())
dipole_scale = max(dipole.values())
pairs = {"xx": (0, 0), "yy": (1, 1), "zz": (2, 2),
         "xy": (0, 1), "xz": (0, 2), "yz": (1, 2)}
components = {n: [p for p, ij in pairs.items()
                  if any(abs(tensor[k][ij]) > 1e-6 * scale
                         for k in optical[n])] for n in names}
raman_active = [k for k in labels if np.abs(tensor[k]).max() > 1e-6 * scale]
dipole_active = [k for k in labels if dipole[k] > 1e-6 * dipole_scale]
assert len(raman_active) == 12
assert all(labels[k] in even_names for k in raman_active)
assert components["Ag"] == ["xx", "yy", "zz"]
assert [components[n] for n in even_names[1:]] == [["xy"], ["xz"], ["yz"]]
assert len(dipole_active) == 7
assert all(labels[k] in ("B1u", "B2u", "B3u") for k in dipole_active)

# ---------- another setting, and a structure with fewer Raman modes ----------
pbnm = {n: 0 for n in names}
for k in labels:
    e = modes[:, k]
    mode_chars = [int(round(e @ M @ e)) for M in matrices]
    for n in names:
        if all(irrep_char(n, R[[2, 0, 1]]) == c
               for (R, _), c in zip(ops, mode_chars)):
            pbnm[n] += 1
assert [pbnm[n] for n in even_names] == [4, 4, 2, 2]
control_sites = np.vstack([orbit(np.zeros(3)), si_atoms])
_, control_proj = projectors(control_sites)
control_even = sum(np.linalg.matrix_rank(control_proj[n]) for n in even_names)
assert control_even == 6

# ---------- effects left out of the ideal analysis ----------
P_even = sum(proj[n] for n in even_names)
q_light = 4 * np.pi * np.hypot(N_OPT, K_OPT) / WAVELENGTH
q_film = np.pi / FILM
q_used = max(q_light, q_film)


def finite_q(q):
    shift, mixing = 0.0, 0.0
    for axis in np.eye(3):
        f, v, _ = solve(q * axis)
        shift = max(shift, np.abs(f[3:] - freq[3:]).max())
        for k in range(3, 24):
            even = np.real(np.vdot(v[:, k], P_even @ v[:, k]))
            mixing = max(mixing, min(even, 1 - even))
    return shift, mixing


q_shift, q_mixing = finite_q(q_used)
assert finite_q(q_used / 10)[0] < q_shift / 5

strain = np.eye(3)
strain[0, 1] = strain[1, 0] = SHEAR
_, strained_modes, _ = solve(cell=CELL @ strain)
shear_mixing, strained_even = 0.0, 0
for k in range(3, 24):
    e = strained_modes[:, k]
    even = e @ P_even @ e
    assert min(even, 1 - even) < 1e-7
    strained_even += int(even > 0.5)
    shear_mixing = max(shear_mixing, 1 - max(weights(e).values()))
assert strained_even == 12 and shear_mixing > 1e-10

theta = np.radians(TILT_DEG)
polarization = np.array([np.cos(theta), np.sin(theta), 0])
strong_b1g = max(optical["B1g"], key=lambda k: abs(tensor[k][0, 1]))
T = tensor[strong_b1g]
leakage = (polarization @ T @ polarization)**2 / T[0, 1]**2
assert abs(leakage - np.sin(2 * theta)**2) < 1e-5

mesh = (np.arange(4) + 0.5) / 4
mean_square = np.zeros(8)
for point in itertools.product(mesh, repeat=3):
    f, v, _ = solve(2 * np.pi * np.array(point) / LENGTHS)
    omega = 2 * np.pi * const.c * 100 * f
    thermal = 1 / np.tanh(const.hbar * omega / (2 * const.k * TEMPERATURE))
    amplitude = const.hbar * thermal / (2 * omega * const.atomic_mass)
    per_atom = (np.abs(v)**2 @ amplitude / mass3).reshape(8, 3).sum(axis=1)
    mean_square += per_atom / len(mesh)**3
rms = np.sqrt(mean_square) * 1e9
depth = WAVELENGTH / (4 * np.pi * K_OPT)
round_trip = np.exp(-2 * FILM / depth)
raman_freq = np.sort(freq[raman_active])
closest = np.diff(raman_freq).min()

# ---------- output ----------
print("Rough cell a, b, c (nm):", *LENGTHS)
print("Ni site (fractional):", *NI_SITE)
print("Si site (fractional):", *SI_SITE)
print(f"Masses Ni, Si (u): {MASS_NI}, {MASS_SI}")
print(f"Spring {SPRING:.0f} N/m at {R_REF} nm, scaling r^-6")
print(f"Spring cutoff: {CUTOFF:.2f} nm; shortest bond: {shortest:.3f} nm")
for name, number, character in zip(op_names, fixed, chi):
    print(f"{name}: fixed atoms {number}, character {character}")
for n in names:
    values = " ".join(f"{freq[k]:.1f}" for k in optical[n])
    print(f"{n}: total {count[n]}, acoustic {acoustic[n]}, "
          f"optical (cm^-1) {values}")
for n in even_names:
    print(f"{n} Raman tensor components:", *components[n])
for (n, axis), signs in patterns.items():
    print(f"{n}, {axis} signs on atoms 1-4:", *[f"{s:+d}" for s in signs])
print("Raman-active modes:", len(raman_active))
print("Dipole-allowed optical modes:", len(dipole_active))
print("Pbnm Ag, B1g, B2g, B3g:", *[pbnm[n] for n in even_names])
print("Raman modes if Ni were on 4a:", control_even)
print(f"Film {FILM:.0f} nm, light {WAVELENGTH:.0f} nm, {TEMPERATURE:.0f} K")
print(f"Assumed optical constants n, k: {N_OPT}, {K_OPT}")
print(f"Wavevector from light, film (nm^-1): {q_light:.4f}, {q_film:.4f}")
print(f"Largest finite-q frequency shift: {q_shift:.3f} cm^-1")
print(f"Largest finite-q parity mixing: {100*q_mixing:.3g} %")
print(f"Shear strain component xy: {100*SHEAR:.1f} %")
print(f"Largest species mixing by shear: {100*shear_mixing:.3g} %")
print(f"Even modes under shear: {strained_even}")
print(f"B1g leakage at {TILT_DEG:.0f} deg tilt: {100*leakage:.2f} %")
print(f"Thermal rms displacement Ni, Si (nm): {rms[0]:.4f}, {rms[4]:.4f}")
print(f"Si rms / shortest bond: {100*rms[4]/shortest:.1f} %")
print(f"Optical intensity depth: {depth:.1f} nm")
print(f"Round-trip film transmission: {100*round_trip:.1f} %")
print(f"Closest Raman-line spacing: {closest:.2f} cm^-1")
print("checks complete")
```

It prints:

```
Rough cell a, b, c (nm): 0.52 0.33 0.56
Ni site (fractional): 0.01 0.25 0.19
Si site (fractional): 0.18 0.25 0.58
Masses Ni, Si (u): 58.7, 28.1
Spring 80 N/m at 0.24 nm, scaling r^-6
Spring cutoff: 0.40 nm; shortest bond: 0.229 nm
E: fixed atoms 8, character 24
C2z: fixed atoms 0, character 0
C2y: fixed atoms 0, character 0
C2x: fixed atoms 0, character 0
i: fixed atoms 0, character 0
sigma_z: fixed atoms 0, character 0
sigma_y: fixed atoms 8, character 8
sigma_x: fixed atoms 0, character 0
Ag: total 4, acoustic 0, optical (cm^-1) 217.6 261.7 384.4 467.3
B1g: total 2, acoustic 0, optical (cm^-1) 170.1 455.9
B2g: total 4, acoustic 0, optical (cm^-1) 244.1 302.6 447.9 465.9
B3g: total 2, acoustic 0, optical (cm^-1) 264.1 392.1
Au: total 2, acoustic 0, optical (cm^-1) 226.5 351.8
B1u: total 4, acoustic 1, optical (cm^-1) 272.2 383.2 451.7
B2u: total 2, acoustic 1, optical (cm^-1) 402.2
B3u: total 4, acoustic 1, optical (cm^-1) 223.9 388.6 456.4
Ag Raman tensor components: xx yy zz
B1g Raman tensor components: xy
B2g Raman tensor components: xz
B3g Raman tensor components: yz
Ag, x signs on atoms 1-4: +1 -1 -1 +1
Ag, z signs on atoms 1-4: +1 +1 -1 -1
B1g, y signs on atoms 1-4: +1 -1 -1 +1
B2g, x signs on atoms 1-4: +1 +1 -1 -1
B2g, z signs on atoms 1-4: +1 -1 -1 +1
B3g, y signs on atoms 1-4: +1 +1 -1 -1
Raman-active modes: 12
Dipole-allowed optical modes: 7
Pbnm Ag, B1g, B2g, B3g: 4 4 2 2
Raman modes if Ni were on 4a: 6
Film 20 nm, light 532 nm, 300 K
Assumed optical constants n, k: 2.0, 2.5
Wavevector from light, film (nm^-1): 0.0756, 0.1571
Largest finite-q frequency shift: 0.554 cm^-1
Largest finite-q parity mixing: 24.7 %
Shear strain component xy: 0.5 %
Largest species mixing by shear: 8.1 %
Even modes under shear: 12
B1g leakage at 5 deg tilt: 3.02 %
Thermal rms displacement Ni, Si (nm): 0.0095, 0.0099
Si rms / shortest bond: 4.3 %
Optical intensity depth: 16.9 nm
Round-trip film transmission: 9.4 %
Closest Raman-line spacing: 1.36 cm^-1
checks complete
```
